# Classical scattering angle for a repulsive inverse-square potential

Q: An implanted ion strikes an atom that is free to recoil. I want the deflection for the repulsion $V(r)=C/r^2$, $C>0$. But two bodies move, so how can there be one angle?

A: The separation of the two bodies moves like a single particle. Let the ion have mass $M_1$ and position $\mathbf r_1$, and the target $M_2$ and $\mathbf r_2$. With force $\mathbf F$ on the ion and $-\mathbf F$ on the target, $\mathbf r=\mathbf r_1-\mathbf r_2$ obeys

$$\ddot{\mathbf r}=\frac{\mathbf F}{M_1}+\frac{\mathbf F}{M_2}=\frac{\mathbf F}{\mu},\qquad \mu=\frac{M_1M_2}{M_1+M_2}.$$

I assume non-relativistic classical motion, no other forces and no energy loss. The target starts at rest, so the initial relative speed $v$ is the ion's laboratory speed, and $E=\tfrac12M_1v^2$. The energy of relative motion is

$$E_c=\tfrac12\mu v^2=E\,\frac{M_2}{M_1+M_2}.$$

The impact parameter $p$ is the distance by which the ion would miss the target's centre if there were no force. The angle $\theta$ is the one through which the relative velocity turns. It is also the deflection in the centre-of-mass frame, where each particle's velocity is proportional to $\dot{\mathbf r}$.

Q: The potential is infinite at the origin. Does the particle get there?

A: No. The force is central, so the angular momentum keeps its initial value $L=\mu vp$. Energy conservation reads

$$E_c=\tfrac12\mu\dot r^2+\frac{L^2}{2\mu r^2}+\frac{C}{r^2}.$$

Since $L^2/(2\mu)=\tfrac12\mu v^2p^2=E_cp^2$, this becomes

$$E_c=\tfrac12\mu\dot r^2+\frac{E_cp^2+C}{r^2}.$$

The centrifugal term and the potential have the same dependence on $r$, and this makes the problem simple. At closest approach $\dot r=0$, hence

$$r_0=\sqrt{p^2+\frac{C}{E_c}}.$$

This is positive even for $p=0$.

Q: That gives a distance, not an angle. You still need the orbit.

A: Take first $p>0$. Let $\varphi$ be the polar angle swept by $\mathbf r$, counted from the direction in which the particle came, and let $u=1/r$. Then $\dot\varphi=L/(\mu r^2)=Lu^2/\mu$, and the chain rule gives

$$\dot r=-\frac1{u^2}\frac{du}{d\varphi}\,\dot\varphi=-\frac L\mu\frac{du}{d\varphi}.$$

The radial kinetic energy is therefore

$$\tfrac12\mu\dot r^2=\frac{L^2}{2\mu}\left(\frac{du}{d\varphi}\right)^2=E_cp^2\left(\frac{du}{d\varphi}\right)^2.$$

Insert this in the energy equation and divide by $E_cp^2$:

$$\left(\frac{du}{d\varphi}\right)^2=\frac1{p^2}-\kappa^2u^2,\qquad \kappa^2=1+\frac{C}{E_cp^2}.$$

Q: A squared derivative hides a sign. Besides, the constant $u=1/(\kappa p)$ also solves your equation. Why does the particle not stay on a circle?

A: Differentiate with respect to $\varphi$:

$$2\frac{du}{d\varphi}\left(\frac{d^2u}{d\varphi^2}+\kappa^2u\right)=0.$$

The bracket vanishes wherever $du/d\varphi\neq0$. At the turning point, Newton's radial equation gives

$$\mu\ddot r=\frac{L^2}{\mu r^3}+\frac{2C}{r^3}>0,$$

so the particle is pushed outwards at once and the circle is excluded. The turning point is an isolated instant, and by continuity the bracket vanishes there too. Along the whole path

$$\frac{d^2u}{d\varphi^2}=-\kappa^2u.$$

This is linear, and the sign is now fixed by the start. At $\varphi=0$ the particle is at infinity, $u=0$, and $r$ is falling, so $u$ rises: $du/d\varphi=+1/p$. The solution is

$$u(\varphi)=\frac{\sin(\kappa\varphi)}{\kappa p}.$$

Its maximum, $1/(\kappa p)$, agrees with $1/r_0$, because $\kappa p=\sqrt{p^2+C/E_c}$.

Q: So where does the particle leave?

A: At the next zero of $u$, which is $\kappa\varphi=\pi$. The total swept angle is $\pi/\kappa$. A free particle has $\kappa=1$ and sweeps $\pi$: it comes from one side and leaves on the opposite side. At large distance its direction of motion is the direction of $\mathbf r$, so the velocity has turned by whatever is missing from $\pi$:

$$\theta=\pi-\frac\pi\kappa.$$

With $1/\kappa=p/(\kappa p)$ this is

$$\boxed{\theta=\pi\left[1-\frac{p}{\sqrt{p^2+C/E_c}}\right]}$$

Q: You divided by $p^2$. What about a head-on collision?

A: For $p=0$ there is no angular momentum and the motion stays on a line. The particle stops at $r=\sqrt{C/E_c}$ and returns, so $\theta=\pi$. The formula gives the same value, and its limit $p\to0$ joins on continuously.

Q: I would trust it more if a second route gave the same answer.

A: For a general repulsive $V$ the same energy argument gives

$$\left(\frac{du}{d\varphi}\right)^2=\frac{1-V/E_c-p^2u^2}{p^2}.$$

The slope has the same size at equal $u$ on the way in and on the way out, so the two halves sweep equal angles and

$$\theta=\pi-2p\int_0^{1/r_0}\frac{du}{\sqrt{1-V/E_c-p^2u^2}}.$$

For $V=Cu^2$ the root is $\sqrt{1-r_0^2u^2}$. With $s=r_0u$,

$$\theta=\pi-\frac{2p}{r_0}\int_0^1\frac{ds}{\sqrt{1-s^2}}=\pi-\frac{2p}{r_0}\,\frac\pi2=\pi\left(1-\frac p{r_0}\right).$$

There is also a test that follows the motion step by step. The conservation laws serve there only to correct the starting values for the finite starting distance of 20 nm. Newton's equations were integrated for both particles in the laboratory frame, for arsenic on silicon at 30 keV and $p=0.005$, $0.02$ and $0.06$ nm. The largest difference from the formula was $2.1\times10^{-9}$ rad.

Q: Is the result sensible for a distant passage? There I can estimate the angle without any orbit.

A: Do so with a straight path $x=vt$ at distance $p$. The force is $-dV/dr=2C/r^3$, and its transverse part is smaller by $p/r$. The transverse momentum gained is

$$\Delta P=\frac{2Cp}{v}\int_{-\infty}^{\infty}\frac{dx}{(x^2+p^2)^2}.$$

Put $x=p\tan\alpha$. The integral becomes $p^{-3}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\pi/(2p^3)$, so $\Delta P=\pi C/(vp^2)$. Dividing by the forward momentum $\mu v$ and using $\mu v^2=2E_c$,

$$\theta\approx\frac{\pi C}{2E_cp^2}.$$

Now expand the full result in $\epsilon=C/(E_cp^2)$:

$$\theta=\pi\left[1-(1+\epsilon)^{-1/2}\right]=\pi\left(\frac\epsilon2-\frac{3\epsilon^2}{8}+\dots\right).$$

The first term is the impulse estimate. The second lowers it by the fraction $3\epsilon/4$. At $\epsilon=1/900$ this predicts a ratio of $0.999167$ between the full angle and the estimate, and numerical evaluation of the deflection integral gives $0.999167$.

Q: Energy and impact parameter seem to enter together.

A: Yes, $\theta$ depends on them through $p^2E_c/C$. Halving $p$ and raising $E_c$ fourfold leaves the angle unchanged. How sharply the angle depends on aim follows from

$$\frac{d}{dp}\frac{p}{\sqrt{p^2+C/E_c}}=\frac{(p^2+C/E_c)-p^2}{(p^2+C/E_c)^{3/2}},$$

and therefore

$$\frac{d\theta}{dp}=-\frac{\pi\,C/E_c}{(p^2+C/E_c)^{3/2}}.$$

The slope is negative, so in this model, at a fixed energy, each centre-of-mass angle $\theta$ belongs to one impact parameter. This need not hold for the ion's laboratory angle: an ion heavier than its target cannot be turned by more than $\arcsin(M_2/M_1)$, and each smaller laboratory angle comes from two values of $p$.

Q: Nuclei repel as $1/r$, and electrons screen them. Why should $C/r^2$ describe an ion in silicon?

A: It does so over a limited range of distance. A common approximate pair potential is the Ziegler–Biersack–Littmark (ZBL) universal potential,

$$V_Z(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,\chi(r/a),\qquad a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

where $a_0$ is the Bohr radius and

$$\chi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.$$

It falls roughly as $1/r$ near the nucleus and faster further out. In between it falls locally as $r^{-2}$, where $d(r^2V_Z)/dr=0$. I take $C$ to be $r^2V_Z$ at that radius, so that $C/r^2$ and $V_Z$ agree there in value and slope. For arsenic ($Z_1=33$) and silicon ($Z_2=14$), $a=0.01151$ nm, the tangent radius is $0.0188$ nm and $C=3.4496$ eV nm$^2$.

Q: Then give me an actual collision.

A: Take arsenic at 30 keV, a rough typical implantation energy, passing a silicon nucleus at $p=0.020$ nm. The masses are $M_1=74.9216$ u and $M_2=27.9769$ u. Then

$$E_c=30\,000\times\frac{27.9769}{102.8985}=8156.6\ \text{eV},$$

$$\frac C{E_c}=4.229\times10^{-4}\ \text{nm}^2,\qquad p^2=4.000\times10^{-4}\ \text{nm}^2.$$

The closest approach is $r_0=\sqrt{8.229\times10^{-4}}=0.0287$ nm. Further,

$$\kappa=\sqrt{1+\frac{4.229}{4.000}}=1.4343,$$

$$\theta=\pi\left(1-\frac1{1.4343}\right)=0.951\ \text{rad}=54.5^\circ.$$

The head-on closest approach, $0.0206$ nm, is near the tangent radius. The chosen energy thus probes the region where the inverse-square form was matched.

Q: A detector in the laboratory would not see $54.5^\circ$, would it?

A: No. The centre of mass moves forward at $V_0=vM_1/(M_1+M_2)$. In its frame the ion has speed $vM_2/(M_1+M_2)=V_0M_2/M_1$ and turns by $\theta$. Adding $V_0$ to its forward component gives the laboratory angle $\psi$:

$$\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}=\frac{0.814}{0.581+2.678},\qquad\psi=14.0^\circ.$$

The target has speed $V_0$ in the centre-of-mass frame, first backwards, then along the opposite of the ion's new direction. Its final laboratory velocity is $V_0(1-\cos\theta,\,-\sin\theta)$, whose square is $V_0^2(2-2\cos\theta)=4V_0^2\sin^2(\theta/2)$. The recoil energy is

$$T=\tfrac12M_2\,4V_0^2\sin^2\frac\theta2=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac\theta2.$$

The factor before $\sin^2(\theta/2)$ is $23\,756$ eV, and $\sin^2(\theta/2)=0.2097$, so $T\approx4980$ eV. A rough energy for displacing a silicon atom from its site is 15 eV, about $0.3\%$ of this. Neglecting lattice binding during this collision is therefore reasonable.

Q: One tangent point does not make two potentials equal. How wrong is the angle?

A: Here are the two deflections at the same energy, with $C$ held fixed:

| $p$ (nm) | $C/r^2$ (deg) | ZBL (deg) |
|---|---|---|
| 0.005 | 137.5 | 138.4 |
| 0.010 | 101.3 | 103.1 |
| 0.020 | 54.5 | 56.2 |
| 0.040 | 19.9 | 18.5 |
| 0.100 | 3.69 | 1.46 |
| 0.200 | 0.94 | 0.07 |

Up to $0.020$ nm the ZBL angle is larger by at most about 3% of the model angle. At $0.040$ nm it is 7% smaller. At $0.200$ nm it is 7.6% of the model value, so the inverse-square tail is far too strong there.

This affects damage estimates. At $p=0.100$ nm the recoil formula gives about 25 eV with the model angle and about 4 eV with the ZBL angle. These lie on opposite sides of the rough 15 eV threshold. For this ion and energy, the inverse-square form suits close collisions and should not be used to count weak, distant ones.

Q: Something is odd. You fixed $C$ at a tangent point. If $C/r^2$ lies above the ZBL curve elsewhere, why does ZBL deflect more at small $p$?

A: It does lie on or above the ZBL curve, as a comparison from $10^{-4}$ to 1 nm confirms. But a lower potential need not deflect less, because the force is the slope. For a potential falling locally as $r^{-n}$ the force is $nV/r$. At the model's turning point $r_0=0.0287$ nm the ZBL potential is about 7% lower than $C/r^2$ but falls as $r^{-2.34}$, so its force is about 9% larger. The ZBL force exceeds the model force from the tangent radius out to about $0.046$ nm, the region around the turning point of this collision. This makes the larger angle plausible, but it is not a full account, because the two paths also differ.

Q: You also ignored the electrons' friction.

A: An estimate is available from the Oen–Robinson form, which assigns to one collision the loss

$$Q_e=\frac{0.045\,S_e}{\pi a^2}\,e^{-0.3r_0/a}.$$

Here $S_e$ is the Lindhard–Scharff electronic stopping cross-section,

$$S_e=\frac{8\pi e^2a_0}{4\pi\varepsilon_0}\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac v{v_0},$$

with $v_0$ the Bohr velocity. It gives $S_e=3.12$ eV nm$^2$ and $Q_e\approx160$ eV, or 2% of $E_c$. If all of it were taken from $E_c$ before the encounter, with $p$ and $C$ fixed, $\theta$ would rise by about $0.6^\circ$. That is a rough size for the effect, not a calculation of the path with friction.

Q: And may an atom be treated as a classical point at such distances?

A: The reduced de Broglie length is $\hbar/(\mu v)=1.12\times10^{-5}$ nm, so $L/\hbar\approx1780$. A wave packet of transverse width $\delta$ still has an angular spread $\hbar/(2\mu v\delta)$, and its width in $p$ adds $|d\theta/dp|\,\delta$. Adding the squares,

$$\sigma^2=\left(\frac{\hbar}{2\mu v\delta}\right)^2+\left(\frac{d\theta}{dp}\,\delta\right)^2\ge\left|\frac{d\theta}{dp}\right|\frac{\hbar}{\mu v},$$

because a sum of two squares is at least twice the product of their roots. With $|d\theta/dp|=56.3$ rad/nm the smallest $\sigma$ is $0.025$ rad, or $1.4^\circ$. This estimate treats the two spreads as independent. The classical angle is thus a good centre for the distribution, but for such a packet a single collision does not fix the angle to tenths of a degree. Relativity matters much less: $v/c=9.3\times10^{-4}$, and its corrections are of order $(v/c)^2\sim10^{-6}$.

Q: In a real wafer, can I then predict the angle from the ion's path and the crystal lattice?

A: Not for a single event at this $p$. The formula needs the distance to the nucleus where it actually is, and the silicon atom vibrates. A Debye model gives the mean square displacement along one axis,

$$\langle x^2\rangle=\frac{3\hbar^2}{M_2k_B\Theta}\left[\left(\frac{\mathcal T}{\Theta}\right)^2\int_0^{\Theta/\mathcal T}\frac{y\,dy}{e^y-1}+\frac14\right].$$

With temperature $\mathcal T=300$ K and a rough Debye temperature $\Theta=500$ K the root mean square is $0.0082$ nm. If $0.020$ nm is measured from the ideal site, a displacement of this size towards or away from the path changes the angle to about $90^\circ$ or $35^\circ$.

Among the assumptions examined here, the one that fails most visibly for this example is that the target atom sits on its ideal site. If $p$ refers to the actual nucleus, that objection disappears. The other effects estimated here at $p=0.020$ nm are shifts or spreads of less than two degrees: $1.7^\circ$ between the two potentials, $1.4^\circ$ from quantum spread and about $0.6^\circ$ from electronic loss. ZBL is itself an approximate pair potential, so the first figure is a difference between models, not an error against measurement. The numerical output below lists the two angles behind the first figure and gives the other two figures directly.

Q: Could I use the same formula for an attraction, by making $C$ negative?

A: As long as $E_cp^2>|C|$. Then $0<\kappa<1$, the orbit solution still returns to $u=0$, and $\theta$ comes out negative, meaning a turn towards the target. If $|\theta|$ exceeds $\pi$, the path has wound around the centre. For $E_cp^2<|C|$, $\kappa^2$ is negative and the solution with the same starting values is $u=\sinh(|\kappa|\varphi)/(|\kappa|p)$. At $E_cp^2=|C|$ it is $u=\varphi/p$. In both cases $u$ keeps growing: the particle spirals into the centre and there is no outgoing direction. With $C>0$ this cannot happen, since $\kappa>1$ for every $p>0$.

## Values computed for the example and the checks

```
As mass M1 = 74.9216 u, Si mass M2 = 27.9769 u
lab energy E = 30.0 keV
centre-of-mass energy Ec = 8156.6 eV
impact parameter p = 0.020 nm
ZBL screening length = 0.01151 nm
tangent radius = 0.01881 nm
strength C = 3.4496 eV nm^2
C/Ec = 4.2291e-04 nm^2
head-on closest approach = 0.02056 nm
closest approach r0 at p = 0.02869 nm
kappa = 1.43432
deflection theta = 0.95130 rad = 54.51 deg
lab angle of As psi = 14.03 deg
largest recoil energy Tmax = 23756 eV
recoil energy T = 4981 eV
slope dtheta/dp = -56.28 rad/nm
max error, Newton vs formula = 2.1e-09 rad
max error, integral vs formula = 2.8e-12 rad
far test: p = 0.6169 nm, theta/impulse = 0.999167
p (nm), theta C/r^2 (deg), theta ZBL (deg), ZBL/model:
  0.005   137.475   138.441  1.007
  0.010   101.285   103.061  1.018
  0.020    54.505    56.187  1.031
  0.040    19.918    18.478  0.928
  0.100     3.690     1.462  0.396
  0.200     0.944     0.072  0.076
ZBL recoil energy at p = 5268 eV
ZBL local power n in r^-n at r0 = 2.344
electronic stopping S_e = 3.118 eV nm^2
electronic loss in collision Q = 160 eV
Q/Ec = 0.0196
theta shift if Q lost beforehand = 0.64 deg
reduced de Broglie length = 1.122e-05 nm
angular momentum L/hbar = 1783
quantum angular spread = 1.44 deg
temperature = 300 K, rough Debye = 500 K
thermal rms displacement, one axis = 0.00819 nm
theta at p - rms = 90.37 deg
theta at p + rms = 34.58 deg
rough displacement energy = 15 eV
displacement energy / T = 0.0030
ion speed v/c = 9.27e-04
```
